# Helium's Hartree-Fock energy from its orbital energy

## The problem

A Hartree-Fock calculation puts both electrons of a helium atom in the same spatial orbital $\varphi$, with opposite spins. It reports the orbital energy

$$\varepsilon=-24.9845\ \text{eV}\quad(-0.918\ \text{hartree})$$

and the orbital itself, as a sum of two normalized exponentials:

$$\varphi=c_1\chi_1+c_2\chi_2,\qquad \chi_i=\sqrt{\zeta_i^3/\pi}\;e^{-\zeta_i r},$$

with $\zeta_1=1.45$, $\zeta_2=2.90$, $c_1=0.840852$, $c_2=0.183882$.

(a) Is $\varepsilon$ alone enough to fix the total energy $E$? If not, what else is needed, and how do the two combine?

(b) Write the same result in terms of the Hartree energy $E_H$ and the exchange energy $E_x$.

(c) Compute the missing quantity from the orbital, and then $E$.

(d) Confirm that the quoted $\varepsilon$ belongs to this orbital.

The algebra is in atomic units, where the exponents are pure numbers and lengths are in Bohr radii. Energies are given in eV, with 1 hartree = 27.21139 eV. The electrons are nonrelativistic, the nucleus is a fixed point charge $Z=2$, and $\varphi$ is real.

## Hints

1. Write $E$ as an expectation value. How many electron pairs does helium have?
2. An orbital energy describes one electron in the field of the other. If you add the orbital energies of both electrons, how often does their repulsion appear?
3. The Hartree potential comes from the whole density, so it includes the repulsion of an electron with itself. Exchange has to remove that part. Keep the sign of $E_x$.
4. The square $\varphi^2$ is a sum of three spherical exponential clouds. Find the potential of one cloud from the charge inside and outside a given radius.
5. In a basis of two functions, the orbital equation becomes two linear equations. Both must give the same $\varepsilon$.

## Full solution

### (a) Counting the repulsion

The Hamiltonian is $\hat h_1+\hat h_2+1/r_{12}$, with $\hat h=-\tfrac12\nabla^2-2/r$. The state is $\varphi(\mathbf r_1)\varphi(\mathbf r_2)$ times a normalized spin singlet. The Hamiltonian does not act on spin, so

$$E=2h+J,\qquad h=\langle\varphi|\hat h|\varphi\rangle,\qquad J=\iint\frac{\varphi(\mathbf r)^2\varphi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

There is one pair of electrons, hence one $J$.

The best orbital makes $E$ stationary while $\langle\varphi|\varphi\rangle=1$. Call the multiplier of this condition $2\varepsilon$ and change $\varphi$ by a small $\delta$. The term $2h$ changes by $4\int\delta\,\hat h\varphi$, since $\varphi$ occurs twice in $h$. In $J$ it occurs four times, each with the same effect, so $J$ changes by $4\int\delta\,v_J\varphi$, where

$$v_J(\mathbf r)=\int\frac{\varphi(\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r'.$$

The norm term contributes $-4\varepsilon\int\delta\,\varphi$. The sum must vanish for every $\delta$, therefore

$$(\hat h+v_J)\varphi=\varepsilon\varphi .$$

Multiplying by $\varphi$ and integrating gives $\varepsilon=h+J$. Each electron feels the full repulsion of the other. Adding two orbital energies gives

$$2\varepsilon=2h+2J,$$

which holds the single repulsion twice. One copy must go:

$$\boxed{E=2\varepsilon-J}$$

So $\varepsilon$ alone is not enough: it fixes the sum $h+J$, whereas $E$ needs $2h+J$. The second quantity, $J$, must come from the same orbital.

### (b) The same result with Hartree and exchange energies

The density is $n=2\varphi^2$. The Hartree energy is the classical repulsion of this density with itself:

$$E_H=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'=\frac12\cdot 4J=2J .$$

This is twice the true repulsion, because it includes each electron repelling itself. Exchange acts between equal spins. Here each spin has one electron, so its exchange energy is minus its self-repulsion, $-\tfrac12J$. Two spins give $E_x=-J$, and $E_H+E_x=J$, as required.

In the orbital equation the Hartree potential is $2v_J$, and the exchange operator acting on $\varphi$ gives $-v_J\varphi$. Their sum is the $v_J\varphi$ found above. Over two electrons, the Hartree potential contributes $2\cdot2J=2E_H$ and exchange contributes $2\cdot(-J)=2E_x$. Thus

$$2\varepsilon=2h+2E_H+2E_x,\qquad E=2h+E_H+E_x,$$

and the difference is

$$E=2\varepsilon-E_H-E_x .$$

Both energies are subtracted. Since $E_x$ is negative, subtracting it raises the result: $2\varepsilon-2J+J=2\varepsilon-J$.

### (c) The repulsion from the orbital

**Clouds.** Because $\int_0^\infty4\pi r^2e^{-ar}dr=8\pi/a^3$, the cloud $g_a=a^3e^{-ar}/(8\pi)$ has unit charge. A product of two basis functions is such a cloud times an overlap:

$$\chi_i\chi_j=S_{ij}\,g_{a_{ij}},\qquad a_{ij}=\zeta_i+\zeta_j,\qquad S_{ij}=\left(\frac{2\sqrt{\zeta_i\zeta_j}}{\zeta_i+\zeta_j}\right)^3 .$$

Here $S_{12}=0.838052$. Expanding $\varphi^2$ gives three clouds with these charges:

- $q_{11}=c_1^2=0.707033$, with $a=2.90$;
- $q_{12}=2c_1c_2S_{12}=0.259155$, with $a=4.35$;
- $q_{22}=c_2^2=0.033812$, with $a=5.80$.

The charges add up to 1, so the orbital is normalized.

**Potential of one cloud.** The charge inside radius $r$ is $1-e^{-ar}(1+ar+\tfrac12a^2r^2)$ and acts as if it sat at the centre. A shell outside, at radius $s$, contributes its charge divided by $s$; together these shells give

$$\int_r^\infty 4\pi s\,g_a(s)\,ds=\frac{a^3}{2}\int_r^\infty s\,e^{-as}ds=e^{-ar}\left(\frac{a^2r}{2}+\frac a2\right).$$

Adding the two parts, the terms in $a^2r$ cancel:

$$u_a(r)=\frac1r-e^{-ar}\left(\frac1r+\frac a2\right).$$

Far away this is the potential of a unit charge. At the centre it tends to $a/2$, which is also the mean of $1/r$ in the cloud.

**Repulsion of two clouds.** Place cloud $b$ in this potential:

$$j(a,b)=\frac{b^3}{2}\int_0^\infty r^2e^{-br}u_a(r)\,dr=\frac{b^3}{2}\left[\frac1{b^2}-\frac1{(a+b)^2}-\frac{a}{(a+b)^3}\right].$$

Over the common denominator $2(a+b)^3$ the numerator is $b\,[(a+b)^3-b^2(2a+b)]$. The bracket equals $a^3+3a^2b+ab^2$, so

$$j(a,b)=\frac{ab\,(a^2+3ab+b^2)}{2(a+b)^3}.$$

The result is symmetric in $a$ and $b$, as a mutual repulsion must be. For $b\to\infty$, when one cloud shrinks to a point at the centre, it tends to $a/2$, as it should.

For the first two clouds,

$$j(2.90,4.35)=\frac{12.615\times65.1775}{2\times7.25^3}=1.0788\ \text{hartree}=29.3556\ \text{eV}.$$

The six pair values, in eV, are

- $j(11,11)=24.6603$, $\;j(11,12)=29.3556$, $\;j(11,22)=32.1497$;
- $j(12,12)=36.9905$, $\;j(12,22)=42.1023$, $\;j(22,22)=49.3206$.

**Sum.** Each unlike pair of clouds occurs twice in $J=\sum_{p,p'}q_pq_{p'}\,j(p,p')$. In the order of the list, with the factors of two included,

$$J=12.328+10.758+1.537+2.484+0.738+0.056=27.901\ \text{eV},$$

or 1.025 hartree. The total energy follows:

$$E=2(-24.9845)-27.9010=-77.870\ \text{eV}\quad(-2.862\ \text{hartree}).$$

In the language of part (b), $E_H=55.802$ eV and $E_x=-27.901$ eV, so $E=-49.969-55.802+27.901=-77.870$ eV.

Three faulty recipes show what each term does:

- $2\varepsilon=-49.97$ eV counts the repulsion twice.
- $2\varepsilon-E_H=-105.77$ eV equals $2h$: the repulsion has vanished altogether.
- $2\varepsilon-E_H+E_x=-133.67$ eV equals $2h-J$: the electrons now attract each other.

### (d) Does the orbital energy belong to this orbital?

Insert $\varphi=c_1\chi_1+c_2\chi_2$ into the orbital equation, multiply by $\chi_i$ and integrate. With $F_{ij}=\langle\chi_i|\hat h+v_J|\chi_j\rangle$ this gives

$$\sum_jF_{ij}c_j=\varepsilon\sum_jS_{ij}c_j .$$

The kinetic part of $F_{ij}$ is $\tfrac12\int\nabla\chi_i\cdot\nabla\chi_j=\tfrac12\zeta_i\zeta_jS_{ij}$, because each gradient is radial and equals $-\zeta\chi$. The nuclear part is $-2S_{ij}\cdot a_{ij}/2$. The repulsion part is that of the cloud $S_{ij}g_{a_{ij}}$ with the three clouds of $\varphi^2$. Together,

$$F_{ij}=S_{ij}\left[\tfrac12\zeta_i\zeta_j-a_{ij}+\sum_pq_p\,j(a_{ij},a_p)\right].$$

For $F_{11}$ the first two terms are $1.05125-2.90=-1.84875$ hartree, or $-50.307$ eV. The repulsion adds $17.4356+7.6077+1.0870=26.1303$ eV, so $F_{11}=-24.177$ eV. In the same way $F_{12}=-24.6323$ eV and $F_{22}=-8.0926$ eV. The two rows then give

$$\varepsilon=\frac{F_{11}c_1+F_{12}c_2}{c_1+S_{12}c_2}=\frac{-24.8585}{0.99495}=-24.98\ \text{eV},$$

$$\varepsilon=\frac{F_{12}c_1+F_{22}c_2}{S_{12}c_1+c_2}=\frac{-22.2002}{0.88856}=-24.98\ \text{eV}.$$

They agree, so the orbital is self-consistent within this basis.

A route that does not use $\varepsilon$ gives the same energy. The kinetic energy per electron is 38.921 eV and the nuclear attraction is $-91.807$ eV. Hence $h=-52.886$ eV, and $2h+J=-105.771+27.901=-77.870$ eV.

### Reading the numbers

Since $\varepsilon=h+J$, the total energy can also be written $E=\varepsilon+h$. Removing one electron while the other keeps its orbital costs $-\varepsilon=24.98$ eV and leaves an ion of energy $h=-52.89$ eV. The true ground state of the one-electron ion has energy $-Z^2/2$, or $-54.42$ eV. The remaining electron would therefore gain about 1.5 eV by contracting around the nucleus, a gain that the orbital energy ignores.

How good is the two-exponential basis? Six exponentials, with exponents $1.2\times1.5^k$ for $k=0$ to 5, change $E$ by $+0.0004$ eV. The larger set does not contain the smaller one, so it need not give a lower energy, and here it lies slightly higher. Going from the first four of these exponentials to all six changes $E$ by $-0.002$ eV. The second decimal in eV is therefore safe for $E$. The orbital energy moves more, by about 0.0055 eV from two to six exponentials.

The largest of the omissions sized here is electron correlation. One product of orbitals lets each electron respond to the averaged charge cloud of the other, not to its actual position. Allowing all configurations in a finite Gaussian basis lowers the energy, relative to Hartree-Fock in the same basis, by 1.06 eV in cc-pVTZ and 1.11 eV in cc-pVQZ. The shift of 0.05 eV shows that this correlation energy is not fully converged. In cc-pVQZ it is 1.4% of $E$; the still larger cc-pV5Z basis raises its size by another 0.02 eV, to 1.13 eV.

The finite nuclear mass matters far less. Replacing the electron mass by the reduced mass scales all energies and raises $E$ by about 0.011 eV. The remaining recoil term couples the two electron momenta, and its mean vanishes for a product of two spherical orbitals. Relativity is left out and has not been sized.

## Variation 1: several orbitals

*Does $E_x=-E_H/2$ survive in beryllium, which has two doubly occupied orbitals?*

Let $J_{ij}$ be the repulsion of the clouds $\varphi_i^2$ and $\varphi_j^2$, and $K_{ij}$ the repulsion of the product $\varphi_i\varphi_j$ with itself, so that $K_{ii}=J_{ii}$. Pairs of opposite spin contribute $\sum_{ij}J_{ij}$. Pairs of equal spin contribute $\tfrac12\sum_{ij}(J_{ij}-K_{ij})$ for each of the two spins. Therefore

$$E=2\sum_ih_i+\sum_{ij}(2J_{ij}-K_{ij}),\qquad E_H=2\sum_{ij}J_{ij},\qquad E_x=-\sum_{ij}K_{ij}.$$

One electron in $\varphi_i$ meets two electrons in each orbital and exchanges with one of them, so $\varepsilon_i=h_i+\sum_j(2J_{ij}-K_{ij})$. Summing over all electrons again doubles both interaction energies, and

$$E=2\sum_i\varepsilon_i-E_H-E_x$$

holds for any closed-shell Hartree-Fock atom. For a molecule or crystal, the repulsion between the nuclei must be added.

The helium shortcut $E_x=-E_H/2$ does not survive. The terms with $i=j$ cancel in

$$\tfrac12E_H+E_x=\sum_{ij}(J_{ij}-K_{ij})=2(J_{12}-K_{12}).$$

This is positive, because $J_{12}-K_{12}$ is the repulsion energy of two equal-spin electrons in an antisymmetric state. For beryllium, the computed ratio $E_x/E_H$ is $-0.373$ in both the def2-TZVP and def2-QZVP bases, not $-0.5$. Replacing $E_x$ by $-E_H/2$ in the formula $E=2\sum_i\varepsilon_i-E_H-E_x$ would put the total energy of beryllium 24.8 eV too high.

The general formula also relies on exact exchange being quadratic in the orbital products. In the local density approximation, $E_x\propto\int n^{4/3}$. Its potential, weighted with the density, then integrates to $\tfrac43E_x$ instead of $2E_x$, so the exchange correction is $-\tfrac13E_x$. Before correcting an orbital sum, one must know which kind of exchange produced it.

## Variation 2: repulsion from another orbital

*Can the good $\varepsilon$ be combined with $J$ from a simpler orbital?*

Take a single exponential with exponent $\zeta$. From the formulas above, $h=\tfrac12\zeta^2-2\zeta$ and $J=j(2\zeta,2\zeta)=\tfrac58\zeta$. Then

$$E=2h+J=\zeta^2-\tfrac{27}{8}\zeta,$$

which is lowest at $\zeta=27/16$. There $\varepsilon=h+J=-24.395$ eV and $J=28.700$ eV. Used together, they give

$$E=2(-24.395)-28.700=-77.49\ \text{eV},$$

which is 0.38 eV above the two-exponential result.

Now mix the sources, with $\varepsilon$ from the two-exponential orbital and $J$ from the single exponential:

$$2(-24.9845)-28.6995=-78.67\ \text{eV}.$$

This is 0.80 eV below the consistent two-exponential value. It is not a better energy. No wave function has been given whose mean energy is $-78.67$ eV, so the variational principle offers no protection.

Most of the error has a simple origin. Take $\varphi$ and $v_J$ from the two-exponential orbital, and let $\delta$ be the single exponential minus that orbital. The integral given below then amounts to 0.70 eV of the 0.80 eV; terms of higher order in $\delta$ supply the rest. Near the best orbital, a small change $\delta$ that keeps the norm alters $E$ only in second order, because $E$ is stationary there. It alters $J$ already in first order, by $4\int\delta\,v_J\varphi$. When $\varepsilon$ and $J$ come from the same orbital, their first-order changes cancel in $2\varepsilon-J$. When they come from different orbitals, the first-order error in $J$ passes straight into the total energy.

The complete numerical output follows below.

## Computed results

```
hartree in eV: 27.21139 eV
exponent zeta1: 1.45 (pure number)
exponent zeta2: 2.90 (pure number)
overlap S12: 0.838052 (pure number)
coefficient c1: 0.840852 (pure number)
coefficient c2: 0.183882 (pure number)
cloud 11 charge q: 0.707033 (pure number)
cloud 11 exponent a: 2.90 (pure number)
cloud 12 charge q: 0.259155 (pure number)
cloud 12 exponent a: 4.35 (pure number)
cloud 22 charge q: 0.033812 (pure number)
cloud 22 exponent a: 5.80 (pure number)
repulsion j(11,11): 24.6603 eV
repulsion j(11,12): 29.3556 eV
repulsion j(11,22): 32.1497 eV
repulsion j(12,12): 36.9905 eV
repulsion j(12,22): 42.1023 eV
repulsion j(22,22): 49.3206 eV
Fock element F11: -24.1767 eV
Fock element F12: -24.6323 eV
Fock element F22: -8.0926 eV
kinetic energy per electron: 38.9211 eV
nuclear attraction per electron: -91.8066 eV
one-electron energy h: -52.8855 eV
orbital energy eps: -24.9845 eV
orbital energy eps: -0.91816 hartree
repulsion J: 27.9010 eV
repulsion J: 1.02534 hartree
Hartree energy E_H: 55.8021 eV
exchange energy E_x: -27.9010 eV
total energy 2 eps - J: -77.8701 eV
total energy 2 eps - J: -2.86167 hartree
total energy by grid quadrature: -77.8700 eV
basis shift of E, two to six exponentials: 0.00038 eV
basis shift of E, four to six exponentials: -0.00181 eV
basis shift of eps, two to six exponentials: 0.00550 eV
exact one-electron ion energy -Z^2/2: -54.4228 eV
wrong: 2 eps: -49.9690 eV
wrong: 2 eps - E_H: -105.7711 eV
wrong: 2 eps - E_H + E_x: -133.6721 eV
single exponential 27/16: eps: -24.3946 eV
single exponential 27/16: J: 28.6995 eV
single exponential 27/16: E: -77.4887 eV
wrong: good eps with single-exponential J: -78.6685 eV
Be ratio E_x/E_H, def2-TZVP: -0.37267 (pure number)
Be ratio E_x/E_H, def2-QZVP: -0.37268 (pure number)
Be error if E_x = -E_H/2 is assumed, def2-QZVP: 24.79 eV
He correlation energy, full CI cc-pVTZ: -1.063 eV
He correlation energy, full CI cc-pVQZ: -1.113 eV
He nuclear recoil estimate: 0.011 eV
```
